\section*{A missing O-H line does not prove an oxide film hydrogen-free}

\section{A donor density that may not be set to zero}

A charge-balance calculation for an indium-based oxide channel needs the density of hydrogen donors. Suppose that the infrared spectrum of the film shows no O--H stretching line. May the hydrogen density in the calculation be set to zero?

The belief behind a yes is reasonable. Hydrogen bonded to oxygen has a stretching vibration at high frequency, in a range where the metal--oxygen network has no fundamental vibrations. An oxide is full of oxygen, and a proton placed in it can bond to an oxygen ion. Hydrogen is also the lightest atom, so it seems natural that it should vibrate at high frequency wherever it sits.

The last step fails. A light mass gives a high frequency only if the bond is stiff enough. Hydrogen can also take the place of an oxygen ion. It is then a hydride, H$^-$, with metal neighbours. Replacing O$^{2-}$ by H$^-$ leaves the site with charge $+1$ relative to the perfect lattice, which is the charge of an ionized donor. I call this centre H$_{\rm O}$ and take the O--H window as 2500 to 3800~cm$^{-1}$. Two questions follow: where does H$_{\rm O}$ vibrate, and how much O--H itself can a thin film hide?

\section{What the line measures}

Hold all neighbours still and displace the hydrogen by $u$ from its equilibrium site. If the energy rises by $Ku^2/2$, the force is $-Ku$, and Newton's equation $m_{\rm H}\ddot u=-Ku$ gives
\begin{equation}
\omega_{\rm H}^2=\frac{K}{m_{\rm H}} .
\end{equation}
The frequency reports the stiffness $K$ of the site. The presence of hydrogen fixes only the mass.

For a cage of metal ions, consider first a pair potential $V(r)$ between hydrogen and each ion. Let $\mathbf n$ be the unit vector along their separation. The gradient is $V'n_\alpha$, and $\partial_\beta n_\alpha=(\delta_{\alpha\beta}-n_\alpha n_\beta)/r$. One more derivative therefore gives
\begin{equation}
\partial_\alpha\partial_\beta V
=V''n_\alpha n_\beta+\frac{V'}{r}(\delta_{\alpha\beta}-n_\alpha n_\beta).
\end{equation}
Put four ions at distance $R$ along $(1,1,1)$, $(1,-1,-1)$, $(-1,1,-1)$ and $(-1,-1,1)$, each divided by $\sqrt3$. These vectors add to zero, so the centre is free of force. Each diagonal sum $\sum n_\alpha^2$ is $4/3$. Each off-diagonal sum vanishes; for $xy$ it is $(1-1-1+1)/3=0$. Hence
\begin{align}
K_{\alpha\beta}
&=\left[\frac43V''+\frac{V'}{R}\left(4-\frac43\right)\right]\delta_{\alpha\beta}\nonumber\\
&=\frac43\left(V''+\frac{2V'}{R}\right)\delta_{\alpha\beta}.
\end{align}
The stiffness is the same in every direction, so the three vibrations have one frequency.

For Coulomb attraction, $V=-c/r$, we have $V'=c/R^2$ and $V''=-2c/R^3$, and the bracket is zero. In this pair model the attraction between point ions holds the crystal together but does not hold the hydride at the centre. Short-range repulsion and bonding must supply the restoring force.

\section{Can the lattice raise the frequency?}

Real neighbours move. Let $D$ be the dynamical matrix, that is, the force constants divided by the square roots of the two masses involved. Its eigenvalues are the squared frequencies. Split it into hydrogen and host parts:
\begin{equation}
D=\begin{pmatrix}A&B\\B^\dagger&C\end{pmatrix}.
\end{equation}
The largest eigenvalue of $A$ is $\omega_{\rm H}^2$, with the host clamped. The largest eigenvalue of $C$ is $\omega_{\rm host}^2$, with the hydrogen clamped. The host is assumed to contain no O--H groups.

A stable structure has no negative eigenvalue of $D$. Then $x^\dagger Dy$ obeys the Cauchy--Schwarz inequality, and the choice $x=(a,0)$, $y=(0,b)$ gives $|a^\dagger Bb|^2\le(a^\dagger Aa)(b^\dagger Cb)$. For a normalized vibration $v=(a,b)$,
\begin{align}
v^\dagger Dv&=a^\dagger Aa+2\,{\rm Re}\,a^\dagger Bb+b^\dagger Cb\nonumber\\
&\le\left(\sqrt{a^\dagger Aa}+\sqrt{b^\dagger Cb}\right)^2\nonumber\\
&\le(\omega_{\rm H}|a|+\omega_{\rm host}|b|)^2\nonumber\\
&\le\omega_{\rm H}^2+\omega_{\rm host}^2 .
\end{align}
The last line uses Cauchy--Schwarz again, with $|a|^2+|b|^2=1$. Thus
\begin{equation}
\omega_{\max}^2\le\omega_{\rm H}^2+\omega_{\rm host}^2 .
\end{equation}
This holds for harmonic vibrations of any stable structure, ordered or amorphous. Take 700~cm$^{-1}$ as a rough top frequency of the metal--oxygen network. A fundamental can then reach 2500~cm$^{-1}$ only if $\omega_{\rm H}$ is at least $\sqrt{2500^2-700^2}=2400$~cm$^{-1}$.

\section{A hydride among four indium ions}

To obtain a stiffness from electronic structure, I place H$^-$ at the centre of four In$^{3+}$ ions, 2.1~\AA\ away. The LANL2DZ effective core potential replaces the indium cores, including the 4d shell, so the two hydride electrons are the ones treated explicitly. The indium basis is LANL2DZ and the hydrogen basis def2-TZVP.

The surrounding oxygen ions are point charges. Each indium has five oxygen neighbours besides the hydride. Each O$^{2-}$ is shared by four metal ions, so one indium is assigned $5\times(-2/4)=-5/2$. This charge is spread evenly over the seven remaining corners of a cube around the indium, which keeps the site tetrahedral. The total charge is $12-1-10=+1$, as the donor requires.

Hartree--Fock energies were computed at the centre and at displacements of 0.1 and 0.2~\AA, along a cube axis and both ways along a body diagonal. Removing the quartic part of the energy gives $K=0.0601$ hartree/bohr$^2$ in both directions. With $m_{\rm H}=1837$ electron masses,
\begin{equation}
\omega_{\rm H}=\sqrt{\frac{0.0601}{1837}}=0.00572\ \text{hartree},
\end{equation}
or 1255~cm$^{-1}$. This is half the lower edge of the window. To reach that edge, the site would have to be four times as stiff.

The motion of so light an atom is not strictly harmonic. The same energies fix the surface
\begin{equation}
\begin{aligned}
V={}&\tfrac12Kr^2+Bxyz+g_1r^4\\
&+g_2(x^4+y^4+z^4),
\end{aligned}
\end{equation}
with $B=0.0354$, $g_1=0.0056$ and $g_2=-0.0062$ in atomic units. Diagonalization with ten oscillator functions per axis puts the fundamental at 1268~cm$^{-1}$ (157~meV) for H and 894~cm$^{-1}$ for D. The surface is a local expansion, fitted out to 0.38~bohr, while the first excited state has its classical turning point near 0.53~bohr. Terms of sixth order lower the H fundamental by about 2~cm$^{-1}$ and the H/D ratio given below by about 0.001, so the last digits are not secure. Since $g_1+g_2$ is slightly negative, it would turn down along a cube axis beyond about 5~bohr, whereas the oscillator functions reach only about 1.3~bohr.

The H/D ratio is 1.418, slightly above the harmonic $\sqrt{m_{\rm D}/m_{\rm H}}=1.414$. The sign follows from scaling. Squared amplitudes vary as $1/\sqrt{mK}$, so the leading quartic shift varies as $1/m$. The cubic shift, of second order, varies as $(mK)^{-3/2}/\omega$, which is again $1/m$. The frequency itself varies as $1/\sqrt m$, so an upward shift is relatively larger for H than for D.

\section{How far the number can move}

The cage frequency is not a prediction of a line position. The indium 4d shell is frozen in every cage calculation, and neither the indium basis nor the outer charges are varied, so the effects of these choices on the frequency are not tested. The following values come from the energy at a displacement of 0.2~\AA\ along a cube axis, with the outer charges held fixed:
\begin{center}
\begin{tabular}{lc}
Cage calculation & cm$^{-1}$\\
\hline
Hartree--Fock, $R=2.0$~\AA & 1436\\
Hartree--Fock, $R=2.1$~\AA & 1254\\
Hartree--Fock, $R=2.2$~\AA & 1095\\
$R=2.1$~\AA, correlated & 1238\\
$R=2.1$~\AA, diffuse H basis & 1067
\end{tabular}
\end{center}
The correlated value uses coupled cluster with single and double excitations, which is complete within the basis for two electrons. Correlation matters little here. The hydrogen basis matters more: aug-cc-pVDZ, which has diffuse functions, lowers the frequency by 15\%. The frequency is therefore not converged with respect to the hydrogen basis. In this comparison the change is away from the O--H window. Even the largest value in the table, combined with the host frequency, gives an upper bound of $\sqrt{1436^2+700^2}=1598$~cm$^{-1}$.

An amorphous film may also offer hydrogen a single metal neighbour. Small hydride molecules give a first idea of the stiffness of such a bond, although their metal atom has hydrogen neighbours where an oxide would have oxygen. In their symmetric stretch the central atom is at rest and $p$ hydrogens move together, so $\omega^2=E''(r)/(p\,m_{\rm H})$, where $r$ is the common bond length. Hartree--Fock gives 1848~cm$^{-1}$ for ZnH$_2$, 2041 for GaH$_3$ and 1877 for InH$_3$. An indium basis with an explicit 4d shell gives 1875 for InH$_3$. The valence basis changes in the same step, and the bond lengthens from 1.72 to 1.74~\AA, so this near equality does not isolate the effect of freezing the shell. These values are higher than those of the cage, but below the 2400~cm$^{-1}$ found above. That comparison is an estimate, because a molecular symmetric stretch also contains the coupling between its hydrogens.

Water serves as the O--H control. With the oxygen held still and the angle fixed at $104.5^\circ$, the same formula gives 4104~cm$^{-1}$ in Hartree--Fock, above the window, and 3682~cm$^{-1}$ with the PBE functional, inside it. At the Hartree--Fock level the O--H stiffness is $(4104/1255)^2\approx11$ times that of the cage.

One qualification concerns overtones. Twice 1255 is 2510~cm$^{-1}$, so a two-quantum transition of H$_{\rm O}$ may fall inside the window. It is forbidden for a harmonic oscillator with a linear dipole, but anharmonicity can make it weakly allowed. I have not computed its intensity. The claim here concerns fundamentals.

\section{How much O--H can itself go unseen?}

There is a second gap in the inference. A missing line sets a limit on O--H, and in a thin film that limit can be weak. In SI units, let $N$ oscillators per volume have effective charge $q$, mass $m_{\rm H}$, frequency $\omega_0$ and damping $\gamma$, in a film of refractive index $n$. Solving the driven oscillator equation and adding the polarization $Nqx$ gives
\begin{equation}
\varepsilon=n^2+\frac{Nq^2/(\varepsilon_0m_{\rm H})}{\omega_0^2-\omega^2-i\gamma\omega}.
\end{equation}
For a small second term $\delta\varepsilon$, $\sqrt\varepsilon\simeq n+\delta\varepsilon/(2n)$. The absorption coefficient $\alpha=(2\omega/c)\,{\rm Im}\sqrt\varepsilon$ then becomes $\omega\,{\rm Im}\,\delta\varepsilon/(nc)$. Its area contains
\begin{equation}
I=\int_0^\infty\frac{\gamma\omega^2\,d\omega}{(\omega_0^2-\omega^2)^2+\gamma^2\omega^2}
=\int_0^\infty\frac{\gamma\,d\omega}{s^2+\gamma^2},
\end{equation}
where $s=\omega-\omega_0^2/\omega$. The substitution $\omega\to\omega_0^2/\omega$ changes the sign of $s$ and multiplies $d\omega$ by $\omega_0^2/\omega^2$. Adding the two forms gives
\begin{equation}
2I=\int_0^\infty\frac{\gamma(1+\omega_0^2/\omega^2)\,d\omega}{s^2+\gamma^2}
=\int_{-\infty}^{\infty}\frac{\gamma\,ds}{s^2+\gamma^2}=\pi .
\end{equation}
So $I=\pi/2$. With $\omega=2\pi c\tilde\nu$, the area in wavenumber is
\begin{equation}
\int\alpha\,d\tilde\nu
=\frac{1}{2\pi c}\,\frac{Nq^2}{\varepsilon_0m_{\rm H}nc}\,\frac{\pi}{2}
=\frac{Nq^2}{4\varepsilon_0m_{\rm H}nc^2}.
\end{equation}
An O--H bond responds along its own axis, so random orientation brings a factor $1/3$.

Take a 50~nm film with $n=2$, $q=0.3e$ and a line 400~cm$^{-1}$ wide, all round values. For $N=10^{20}$~cm$^{-3}$ the area is 2170~cm$^{-2}$, or 723~cm$^{-2}$ after the orientation average. A Lorentzian of full width $\Gamma$ has a peak of $2/(\pi\Gamma)$ times its area, here 1.15~cm$^{-1}$. With the bulk law, in which the intensity falls as $e^{-\alpha d}$ over a thickness $d$, the peak absorbance is
\begin{equation}
\frac{1.15\times5.0\times10^{-6}}{\ln10}=2.5\times10^{-6}.
\end{equation}
If the spectrometer can detect $10^{-4}$, O--H stays unseen up to
\begin{equation}
N=10^{20}\,\frac{10^{-4}}{2.5\times10^{-6}}=4\times10^{21}\ \text{cm}^{-3}.
\end{equation}
A Lorentz local field would multiply the absorption by $[(n^2+2)/3]^2=4$ and lower this limit to $1\times10^{21}$~cm$^{-3}$. The limit also varies as $1/q^2$, and inversely with thickness. The value $q=0.3e$ suits a weakly bonded O--H. A line 400~cm$^{-1}$ wide points to hydrogen-bonded O--H, whose effective charge is larger: Hartree--Fock gives about $0.2e$ for free water, but about $0.6e$ for the donor O--H of a water dimer with its oxygens 2.9~\AA\ apart and about $0.8e$ at 2.7~\AA. With $q=0.6e$ every limit in this section falls by a factor of four.

The bulk law is only a first estimate for a film much thinner than the wavelength. On a thick substrate of index $n_s$, the transmitted amplitude of such a film has the denominator $1+n_s$, to which $\delta\varepsilon$ adds $-i\omega d\,\delta\varepsilon/c$ at first order in $d$. The transmitted intensity therefore falls by the fraction $2\omega d\,{\rm Im}\,\delta\varepsilon/[c(1+n_s)]$, which is $2n/(1+n_s)$ times the bulk value $\alpha d$. This factor is about 2 for a free-standing film with $n=2$ and about 0.9 on silicon if reflection at the back of the wafer is ignored; with a polished back face it is about 1.2. In the free-standing case the limit with a local field drops to about $5\times10^{20}$~cm$^{-3}$.

\section{Beside a real film}

A thickness of tens of nanometres is typical of oxide transistor channels, and 2.1~\AA\ is near the metal--oxygen distance in indium oxide, roughly 2.2~\AA. Hydrogen densities of $10^{20}$ to $10^{21}$~cm$^{-3}$ are a rough but realistic scale for sputtered films. For these inputs, the lower part of this range, up to about $5\times10^{20}$~cm$^{-3}$, could escape a single-pass measurement even if all of it were O--H. For hydrogen-bonded O--H with $q=0.6e$ this figure falls to about $1\times10^{20}$~cm$^{-3}$, the bottom of the range. Real amorphous films break the assumption of one regular cage. In the model, changing the radius by 0.1~\AA\ moves the frequency by roughly 160 to 180~cm$^{-1}$. The hydride molecules, with one metal neighbour per hydrogen, gave about 1850--2040~cm$^{-1}$; the effect of oxygen neighbours on the metal was not computed.

The H$_{\rm O}$ vibration is not infrared-forbidden in this model. Moving the hydrogen by 0.1~\AA\ changes the cluster dipole as a charge of $-0.69e$ would. Since all three directions respond, its line area per hydrogen is $3(0.69/0.3)^2\approx16$ times that assumed for O--H. The charge depends on the hydrogen basis: with aug-cc-pVDZ it is $-0.52e$, and the ratio is about 9. Both ratios omit the response of the oxygen ions, and against a hydrogen-bonded O--H with $q=0.6e$ they fall to about 4 and 2. A search below the O--H window is therefore worthwhile where host and substrate absorption permit it, and a deuterated film should show the line shifted down by a factor near 1.4.

In the charge-balance calculation, the missing O--H line may limit the density of O--H groups, at the value set by thickness and sensitivity. It supplies no limit on H$_{\rm O}$. That density must stay a free parameter until other evidence constrains it, for example a measurement that counts hydrogen regardless of its bonding, or one that detects the metal--hydrogen vibration.
